# Active Dopant Concentration in Equilibrium with Inactive m-Atom Clusters

A crystal contains donor atoms at total concentration $C_T$. Some sit isolated on lattice sites, each ionized and counted as electrically active; their concentration is $C_a$. The rest are bound in inactive clusters of $m\ge 2$ donors, whose concentration is $C_m$. Single donors and clusters exchange atoms freely and have reached equilibrium at temperature $T$. How does the active concentration respond when more dopant is added?

The model has one cluster size and no vacancies, precipitates, strain, interactions between separate ions or band-gap narrowing. It describes equilibrium, so it says nothing about how long an anneal must last. Let $N_s$ be the number of sites per volume and $g$ the number of cluster configurations per site. Concentrations are in $\mathrm{cm^{-3}}$ and energies in eV.

The numerical example is a model donor with round parameters: $m=3$, $g=4$, $N_s=5\times10^{22}\ \mathrm{cm^{-3}}$ and $T=1300$ K, where $kT=0.11203$ eV.

## (a) The equilibrium condition

**Hold the electron chemical potential fixed, and let $E_b$ be the energy released when one cluster forms under that condition. For small site fractions, find the relation between $C_m$ and $C_a$.**

Consider $N$ sites holding $N_1$ single donors and $N_m$ clusters. When they are dilute, each places itself almost independently of the others. A single has $N$ choices and a cluster has $gN$; permuting identical objects gives no new arrangement. Therefore

$$W=\frac{N^{N_1}}{N_1!}\,\frac{(gN)^{N_m}}{N_m!}.$$

The free energy is $-E_bN_m-kT\ln W$. With Stirling's formula, $\ln N_1!\approx N_1\ln N_1-N_1$, the free energy per volume is

$$F=kT\left[C_a\left(\ln\frac{C_a}{N_s}-1\right)+C_m\left(\ln\frac{C_m}{gN_s}-1\right)\right]-E_bC_m .$$

A constant proportional to $C_T$ has been dropped. Each cluster holds $m$ donors, so $C_a=C_T-mC_m$ and $dC_a/dC_m=-m$. The derivative of $C(\ln C-1)$ is $\ln C$, which gives

$$\frac{dF}{dC_m}=kT\left[\ln\frac{C_m}{gN_s}-m\ln\frac{C_a}{N_s}\right]-E_b=0 .$$

The second derivative, $kT(1/C_m+m^2/C_a)$, is positive, so this is a minimum. Solving for $C_m$,

$$C_m=KC_a^m,\qquad K=gN_s^{1-m}e^{E_b/kT}.$$

The power $m$ arises because $m$ independent donors must give up their freedom of position together. The binding energy opposes this loss of entropy.

For $E_b=1.2$ eV, the Boltzmann factor is $e^{1.2/0.11203}\approx4.49\times10^4$, and

$$K=\frac{4}{(5\times10^{22})^2}\,(4.49\times10^4)\approx7.18\times10^{-41}\ \mathrm{cm^6}.$$

## (b) High doping at fixed electron potential

**Find the concentration at which clustering sets in, and the behaviour of $C_a$ far above it.**

Counting donors gives

$$C_T=C_a+mKC_a^m .$$

The two terms are equal when $C_a=C^*$, where

$$mK(C^*)^{m-1}=1,\qquad C^*=(mK)^{-1/(m-1)} .$$

Set $x=C_a/C^*$ and $t=C_T/C^*$. Dividing the balance by $C^*$ turns the last term into $mK(C^*)^{m-1}x^m=x^m$, so

$$t=x+x^m .$$

The right side rises steadily from zero, so each $t>0$ has one positive root. At $t=2$ the root is $x=1$: half the donors are active.

For $t>1$ the root can be enclosed. Since $x>0$, $x^m=t-x<t$, hence $x<t^{1/m}$. Putting this upper bound back gives $x^m=t-x>t-t^{1/m}$. With $\varepsilon=t^{1/m-1}$,

$$t^{1/m}(1-\varepsilon)^{1/m}<x<t^{1/m}.$$

Because $m\ge2$, $\varepsilon\to0$ as $t$ grows, and the two bounds approach each other in ratio. Therefore

$$\boxed{C_a\simeq C^*\left(\frac{C_T}{C^*}\right)^{1/m}=\left(\frac{C_T}{mK}\right)^{1/m}}$$

for $C^*\ll C_T\ll N_s$ at fixed electron potential. The second inequality is needed because part (a) assumed dilute species. The active concentration has no ceiling in this model, but its growth is slow.

To find the correction, write $x=t^{1/m}y$. Dividing $x^m=t-x$ by $t$ gives $y^m=1-\varepsilon y$. Insert $y=1-\varepsilon/m+a\varepsilon^2$ and compare second-order terms:

$$ma+\frac{m-1}{2m}=\frac1m\quad\Rightarrow\quad a=\frac{3-m}{2m^2}.$$

Thus $x\approx t^{1/m}(1-\varepsilon/m)$, and for $m=3$ the second-order term vanishes.

In the example $C^*=(3K)^{-1/2}=6.81\times10^{19}\ \mathrm{cm^{-3}}$, so half the donors are active at $C_T=2C^*=1.36\times10^{20}\ \mathrm{cm^{-3}}$. At $C_T=10^{21}\ \mathrm{cm^{-3}}$, $t=14.68$ and $t^{1/3}=2.448$. The leading law gives

$$C_a\approx2.448\times6.81\times10^{19}=1.67\times10^{20}\ \mathrm{cm^{-3}}.$$

The full root is $1.575\times10^{20}\ \mathrm{cm^{-3}}$, so the leading law is 5.9% too high. With $\varepsilon=2.448/14.68=0.167$, the correction factor is $1-0.167/3=0.944$, which brings the estimate to $1.575\times10^{20}\ \mathrm{cm^{-3}}$.

## (c) The exponent at finite doping

**Find the local exponent $s=d\ln C_a/d\ln C_T$. Does the example reach its limiting value while still dilute?**

Differentiate $t=x+x^m$ with respect to $\ln x$ and divide by $t$:

$$\frac{d\ln t}{d\ln x}=\frac{x+mx^m}{x+x^m}.$$

Let $f=C_a/C_T=x/t$ be the active fraction. Then $x^m/t=1-f$, and

$$s=\frac1{f+m(1-f)}=\frac1{m-(m-1)f}.$$

At low doping $f\to1$ and $s\to1$: nearly every added donor is active. At high doping $f\to0$ and $s\to1/m$. At $C_T=10^{21}\ \mathrm{cm^{-3}}$, $f=0.1575$ and $s=1/(3-0.315)=0.372$, still above $1/3$.

The approach is slow. For $m=3$ the exponent is 0.385 at $t=10$, 0.344 at $t=100$ and 0.336 at $t=1000$. With the example's $C^*$, $t=100$ means $C_T=6.8\times10^{21}\ \mathrm{cm^{-3}}$, or 14% of all sites, and $t=1000$ would need more donors than there are sites. This donor therefore approaches the cube-root law but leaves the dilute regime before its exponent settles within one percent of $1/3$. A clean power law needs a smaller $C^*/N_s=(mg\,e^{E_b/kT})^{-1/(m-1)}$. For given $m$ and $g$, that means stronger binding or a lower temperature.

## (d) Temperature and crowding

**At fixed $C_T$, how does $C_a$ respond to a change in $K$? Use the answer to find its apparent activation energy and to estimate the error of the dilute count.**

Differentiating the donor balance at fixed $C_T$ gives

$$0=C_a\,d\ln C_a+mC_m\left(d\ln K+m\,d\ln C_a\right).$$

Divide by $C_T$ and use $mC_m/C_T=1-f$:

$$d\ln C_a=-\frac{1-f}{f+m(1-f)}\,d\ln K .$$

If $E_b$, $g$ and $N_s$ do not depend on temperature, $d\ln K=E_b\,d(1/kT)$. The apparent activation energy is

$$E_{\rm app}=-\frac{d\ln C_a}{d(1/kT)}=\frac{E_b(1-f)}{m-(m-1)f}.$$

It is positive, so heating dissolves clusters and raises $C_a$. For $f\to0$ it tends to $E_b/m$, because breaking one cluster frees $m$ donors. At $C_T=10^{21}\ \mathrm{cm^{-3}}$ it is $1.2\times0.8425\times0.3725=0.377$ eV, compared with the limit of 0.400 eV.

For crowding, take a solvable case: a line of $N$ sites on which a cluster is a rod covering $m$ adjacent sites, with $g$ internal states. With $n$ donors, $k$ rods and $r=n-mk$ singles there are $N-n$ empty sites, hence $N-(m-1)k$ objects in a row. Ordering them gives the weight

$$w(k)=\frac{[N-(m-1)k]!}{k!\,r!\,(N-n)!}\,\left(ge^{E_b/kT}\right)^k .$$

For large numbers the maximum of $\ln w$ satisfies

$$-(m-1)\ln[N-(m-1)k]-\ln k+m\ln r+\ln\left(ge^{E_b/kT}\right)=0 .$$

With site fractions $c_m=k/N$ and $c_a=r/N$, this reads

$$c_m=ge^{E_b/kT}c_a^m\,[1-(m-1)c_m]^{-(m-1)} .$$

Crowding thus multiplies $K$ by about $1+(m-1)^2c_m$. Counting blocked positions explains the factor. A rod already present blocks $2m-1$ starting sites for another rod, but it blocks $m$ sites for each of $m$ singles, $m^2$ in all. The difference, $m^2-(2m-1)=(m-1)^2$, favours clustering. A single already present blocks $m$ positions in either case, so it has no net effect at this order.

Take $m=3$, total site fraction $c$, and binding chosen so that the dilute law gives $f=1/2$. Then $c_m=c/6$ and $d\ln K=4c/6$. The response factor is $-0.5/2$, so $C_a$ shifts by the relative amount $-c/6$. This predicts $-1.67\times10^{-4}$ at $c=0.001$ and $-1.67\times10^{-3}$ at $c=0.01$. Summing over all $k$ for $10^8$ sites gives $-1.63\times10^{-4}$ and $-1.67\times10^{-3}$. The small gap at $c=0.001$ comes from the finite number of donors in the sum and shrinks as $1/N$. In a three-dimensional crystal the coefficient depends on the cluster's shape, which this line model does not supply.

## (e) Electrons supplied by the donors

**Now let the donors supply the electrons, and let the clusters be neutral. Find the equilibrium condition for a nondegenerate electron gas.**

Isolated donors are positive, so charge conservation requires

$$m\,D^++m\,e^-\rightleftharpoons D_m .$$

Adding donors raises the electron chemical potential, which favours the right side. The fixed-potential result cannot be carried over unchanged.

Let $n$ and $p$ be the electron and hole concentrations and $n_i$ the intrinsic concentration. Define $E_b$ at the intrinsic electron potential. The carriers add to $F$ the term

$$F_c=kT\left[n\left(\ln\frac n{n_i}-1\right)+p\left(\ln\frac p{n_i}-1\right)\right].$$

The energy of carriers at the intrinsic potential is proportional to $n-p=C_a=C_T-mC_m$; its part in $C_m$ is already inside $E_b$, and its part in $C_T$ is constant.

Neutrality gives $n=C_a+p=C_T-mC_m+p$. Varying $p$ at fixed $C_m$ changes $n$ equally, so

$$\ln\frac n{n_i}+\ln\frac p{n_i}=0\quad\Rightarrow\quad np=n_i^2 .$$

Varying $C_m$ at fixed $p$ changes $n$ by $-m\,dC_m$, which adds $-mkT\ln(n/n_i)$ to the condition of part (a). Hence

$$C_m=KC_a^m\left(\frac n{n_i}\right)^m .$$

Now set $n=n_ie^u$, so that $p=n_ie^{-u}$. Neutrality becomes $2n_i\sinh u=C_a$, and

$$u=\operatorname{asinh}\frac{C_a}{2n_i}.$$

Direct numerical minimization of the free energy at $C_T=3n_i$ and $100n_i$ agrees with these relations to better than one part in $10^4$ in $C_a$.

## (f) The power laws with self-supplied electrons

**Find the new local exponent and its limits. Compare the two electron conditions for $n_i=10^{19}\ \mathrm{cm^{-3}}$.**

Define $\gamma=du/d\ln C_a$. Differentiating $2n_i\sinh u=C_a$ gives $2n_i\cosh u\,du=C_a\,d\ln C_a$. Since $\cosh u=\sqrt{1+\sinh^2u}$,

$$\gamma=\frac{C_a}{\sqrt{C_a^2+4n_i^2}} .$$

From $C_m=KC_a^me^{mu}$ follows $d\ln C_m=m(1+\gamma)\,d\ln C_a$. Weighting the two parts of $C_T$ by $f$ and $1-f$,

$$s=\frac1{f+m(1+\gamma)(1-f)} .$$

When most donors are clustered, there are two limits:

- For $C_a\ll n_i$, thermally generated carriers hold $n$ near $n_i$, $\gamma\to0$ and $s\to1/m$. This window exists if $C^*\ll n_i$.
- For $C_a\gg n_i$, $n\approx C_a$, $\gamma\to1$ and $s\to1/(2m)$. Each clustered donor now costs one ion and one electron from the same supply.

In the second limit $C_T\approx mKC_a^{2m}/n_i^m$, so

$$\boxed{C_a\simeq\left(\frac{C_Tn_i^m}{mK}\right)^{1/(2m)}}$$

For neutral clusters, the one-over-$m$ law therefore requires an electron potential that stays nearly fixed as donors are added. The cluster's charge matters: if a cluster kept all $m$ positive charges, no electrons would enter the reaction, and the dilute model would give the $1/m$ law at any electron potential.

In the example $C^*$ exceeds $n_i$, so the $1/m$ window is absent when the donors supply the electrons. Hold the fixed potential at its intrinsic value, so that $K$ is the same in both cases. For $C_a\gtrsim n_i$ this requires nearly full compensation by acceptors: left uncompensated, $C_a=1.58\times10^{20}\ \mathrm{cm^{-3}}$ would raise the potential by $u=2.8$, or 0.31 eV. The fixed-potential column is therefore a reference case. The two cases are:

| $C_T$ ($\mathrm{cm^{-3}}$) | $C_a$, fixed potential | $C_a$, self-supplied |
|---|---|---|
| $10^{19}$ | $9.80\times10^{18}$ | $9.32\times10^{18}$ |
| $10^{20}$ | $5.80\times10^{19}$ | $2.48\times10^{19}$ |
| $10^{21}$ | $1.58\times10^{20}$ | $3.94\times10^{19}$ |

At the highest doping the difference is a factor of four. There $f=0.0394$ and $\gamma=0.892$, so

$$s=\frac1{0.0394+3(1.892)(0.9606)}=0.182,$$

close to but above $1/6$. The asymptote gives $C_a=4.08\times10^{19}\ \mathrm{cm^{-3}}$, which is 3.7% above the full solution. Keeping the neglected factors shows why:

$$\frac{C_a}{C_{a,\rm asym}}=(1-f)^{1/(2m)}\left(\frac{C_a}{n}\right)^{1/2}.$$

With $n=4.18\times10^{19}\ \mathrm{cm^{-3}}$ the factors are 0.993 and 0.971. Most of the error comes from the remaining holes, which make $n$ larger than $C_a$.

## (g) Degenerate electrons

**What happens to the exponent when the electron gas becomes degenerate?**

Take a parabolic band with the free-electron mass $m_e$ and neglect holes, so $n=C_a$. Let $\eta$ be the electron chemical potential above the band edge, divided by $kT$. Then

$$n=N_cF_{1/2}(\eta),\qquad N_c=2\left(\frac{m_ekT}{2\pi\hbar^2}\right)^{3/2},$$

where $F_j(\eta)=\Gamma(j+1)^{-1}\int_0^\infty \epsilon^j\,d\epsilon/(1+e^{\epsilon-\eta})$. With this normalization $dF_{1/2}/d\eta=F_{-1/2}$. The cluster concentration is proportional to $C_a^me^{m\eta}$, so the formula for $s$ keeps its form with

$$\gamma=\frac{d\eta}{d\ln n}=\frac{F_{1/2}(\eta)}{F_{-1/2}(\eta)} .$$

For $\eta\ll-1$ both integrals tend to $e^\eta$, and $\gamma\to1$ as before. For $\eta\gg1$ the occupied states fill the range up to $\eta$, so $F_{1/2}\approx\eta^{3/2}/\Gamma(5/2)$ and $F_{-1/2}\approx\eta^{1/2}/\Gamma(3/2)$. Since $\Gamma(5/2)=\tfrac32\Gamma(3/2)$,

$$\gamma\to\frac{2\eta}3 .$$

The clustered exponent $1/[m(1+\gamma)]$ then keeps falling as doping raises $\eta$, and no fixed power law survives. For $m=3$ it is 0.164 at $n/N_c=0.1$, 0.142 at $n/N_c=1$ and 0.069 at $n/N_c=10$. These are limits for $f\to0$ at the given $n/N_c$, not states of the example donor: it is still about 40% active at $n/N_c=0.1$, and it reaches only $n/N_c\approx0.33$ even when $C_T=N_s$. Strong degeneracy together with dilute clusters needs much weaker binding. Pauli exclusion makes each further electron more costly to keep in the band, so a larger share of added donors enters clusters.

At 1300 K, $N_c=2.26\times10^{20}\ \mathrm{cm^{-3}}$. The self-supplied example at $C_T=10^{21}\ \mathrm{cm^{-3}}$ has $n/N_c=0.185$, where the Fermi integrals give $\gamma=1.065$ without holes. Degeneracy is thus a modest correction there, while the holes kept in part (f) pull $\gamma$ below one. The printed digits of $C_a$ resolve the model's equations. Degeneracy and the line-model crowding together lower the self-supplied value at $C_T=10^{21}\ \mathrm{cm^{-3}}$ by about 3%, so its second figure is already uncertain within this idealized donor. The neglected screening of ions and carriers is larger: a rough Debye–Hückel estimate with dielectric constant 11.7 raises $C_a$ there by about half, so the values should not be read as predictions for a real semiconductor. The numerical output lists the remaining values.

## Values computed for the example and the checks

```
Cluster size m = 3; configurations per site g = 4
Site density N_s = 5.000e+22 cm^-3
Binding energy E_b = 1.200 eV
Temperature = 1300.0 K; kT = 0.11203 eV
Intrinsic concentration n_i = 1.000e+19 cm^-3
Cluster constant K = 7.1816e-41 cm^6
Crossover C* = 6.8128e+19 cm^-3
Half-active total 2C* = 1.3626e+20 cm^-3
Lattice-sum deviation, site fraction 0.001: -1.630e-04
Lattice-sum deviation, site fraction 0.01: -1.671e-03
Fixed carriers: C_T, C_a (cm^-3), active fraction, exponent
  1.0e+19  9.7974e+18  0.9797  0.9611
  1.0e+20  5.7988e+19  0.5799  0.5434
  3.0e+20  9.7892e+19  0.3263  0.4260
  1.0e+21  1.5754e+20  0.1575  0.3725
At C_T = 1.0e+21 cm^-3, fixed carriers:
  site fraction C_T/N_s = 0.0200
  leading asymptote = 1.6681e+20 cm^-3
  leading asymptote / full solution = 1.0588
  corrected asymptote = 1.5753e+20 cm^-3
  apparent activation energy = 0.3765 eV
  limiting activation energy E_b/m = 0.4000 eV
Scaled, fixed carriers: C_T/C*, C_a/C*, exponent
  1  0.6823  0.6115
  2  1.0000  0.5000
  10  2.0000  0.3846
  100  4.5698  0.3438
  1000  9.9667  0.3356
  10000  21.5289  0.3338
Dopant-supplied carriers: C_T, C_a (cm^-3), fraction, exponent
  1.0e+19  9.3246e+18  0.9325  0.8192
  1.0e+20  2.4828e+19  0.2483  0.2348
  3.0e+20  3.1381e+19  0.1046  0.1978
  1.0e+21  3.9391e+19  0.0394  0.1821
At C_T = 1.0e+21 cm^-3, dopant-supplied carriers:
  electron concentration n = 4.1784e+19 cm^-3
  leading asymptote = 4.0842e+19 cm^-3
  nondegenerate gamma = 0.8917
  band density N_c = 2.2636e+20 cm^-3
  n/N_c = 0.1846
  Fermi-integral gamma, no holes = 1.0649
Degeneracy, no holes: n/N_c, gamma, clustered-limit exponent
  0.1  1.0353  0.1638
  1.0  1.3441  0.1422
  10.0  3.8574  0.0686
```
